# Capillarity against the electron wind on a copper surface

In a copper line carrying 1 MA/cm², the electron wind does about $2.6\times10^{-7}$ eV of work on a surface atom that hops 2.55 Å along the electron flow. The thermal energy at 373 K is 0.032 eV, about a hundred thousand times more. Yet on surface features between a few tenths of a micrometre and a few micrometres in size, depending on their shape, this wind begins to rival surface tension in moving copper. The reason is that the capillary force on an atom is also very small at such sizes. The length at which the two forces match follows from a short estimate, and its numerical factor and its meaning follow from a calculation of how surfaces move.

## The estimate

The algebra is in atomic units, so $e=1$. Let $\gamma$ be the surface energy per area, $\Omega$ the volume per atom, $\rho$ the resistivity and $j$ the current density. The force of the current on an atom is written $Z^*E$, with $E=\rho j$. Here $Z^*>0$ is the size of the effective charge, and the force points along the electron flow, as is usual for copper.

Surface tension acts through the chemical potential. Take a metal cylinder of radius $L$ and unit length. Growing the radius by $dL$ adds area $2\pi\,dL$ and volume $2\pi L\,dL$, so each unit of added volume costs surface energy $\gamma/L$. One atom brings the volume $\Omega$, so

$$\mu=\gamma\Omega\kappa ,\qquad \kappa=1/L ,$$

with $\kappa$ positive where the metal is convex. On a feature of size $L$, $\mu$ varies by about $\gamma\Omega/L$ over a distance of about $L$. The capillary force on an atom is therefore of order $\gamma\Omega/L^2$. Setting it equal to $Z^*E$ gives

$$\ell=\sqrt{\frac{\gamma\Omega}{Z^*E}}=\sqrt{\frac{\gamma\Omega}{Z^*e\rho j}} ,$$

where the last form restores $e$. Capillarity is the stronger on smaller features, the wind on larger ones.

For copper I take rough typical values: $\gamma=0.11$ eV/Å², $\Omega=11.8$ Å³, $Z^*=5$ and $\rho=2.0$ µΩ cm. At 1 MA/cm² the field is

$$E=(2.0\times10^{-6}\ \Omega\,\text{cm})(10^{6}\ \text{A/cm}^2)=2.0\ \text{V/cm},$$

which is $2.0\times10^{-8}$ V/Å. The force is $5\times2.0\times10^{-8}=1.0\times10^{-7}$ eV/Å, and $\gamma\Omega=0.11\times11.8=1.298$ eV Å. Hence

$$\ell=\sqrt{\frac{1.298}{1.0\times10^{-7}}}\ \text{Å}\approx 360\ \text{nm}=0.36\ \text{µm}.$$

Since $\ell\propto j^{-1/2}$, a fourfold current density halves it to 180 nm if the other inputs are held fixed.

The estimate leaves two questions open. A "size" may be a radius, a wavelength or an inverse wavenumber, and these differ by factors up to $2\pi$. It is also not clear what happens to a surface or a void when its size passes $\ell$.

## A rippled surface

Let atoms move by diffusion along the surface, with a flux proportional to the force. This linear law requires that the work done on an atom in one hop be small compared with the thermal energy. The opening example shows this for the wind, and at sizes near $\ell$ the capillary force is equally small. With $s$ the arc length, the number of atoms crossing a unit width of surface per unit time is

$$J=M\left[Z^*E_t-\partial_s(\gamma\Omega\kappa)\right].$$

Here $M$ is the number of mobile atoms per area times their mobility. The vector $\mathbf E$ has magnitude $\rho$ times the current density and points along the electron flow, and $E_t$ is its component along the surface. Where more atoms leave than arrive, the metal recedes, so its outward normal speed is $v_n=-\Omega\,\partial_sJ$. The problem is two-dimensional, $\gamma$ is isotropic, and no current crosses the surface.

The metal fills $y<h(x,t)$, the electrons flow along $+x$, and $h=\hat h\,e^{ikx+\sigma t}$ with $k>0$ and slopes much less than one. All terms are kept to first order in $h$.

**The field.** Write $\mathbf E=-\nabla\phi$. In a uniform conductor $\nabla^2\phi=0$, so the solution that decays into the metal is

$$\phi=-Ex+A\,e^{ky}e^{ikx+\sigma t}.$$

The condition of no current through the surface is $\phi_y-h_x\phi_x=0$. To first order $\phi_x$ may be replaced by $-E$ in the second term, which leaves $kA+ikE\hat h=0$, or $A=-iE\hat h$. The change in the tangential field is then

$$\delta E_t=-ikA\,e^{ikx+\sigma t}=-ik(-iE)h=-kEh .$$

The tilt of the surface alters $E_t$ at second order, so it does not enter. The sign is sensible: the current bypasses a crest, where the field is weaker, and crowds under a trough.

**The mobility.** On a crystal, $M$ depends on the surface orientation. For a small tilt $\theta\approx h_x$, write $M(\theta)=M(1+a\theta)$, where $a=d\ln M/d\theta$ at the flat surface.

**The rate.** To first order $\kappa=-h_{xx}$. The first-order flux is

$$J_1=M\left[Z^*E\,(a h_x-kh)+\gamma\Omega\,h_{xxx}\right],$$

and $h_t=-\Omega\,\partial_xJ_1$ becomes

$$h_t=M\Omega\left[Z^*E\,(k h_x-a h_{xx})-\gamma\Omega\,h_{xxxx}\right].$$

Insert $h_x=ikh$, $h_{xx}=-k^2h$ and $h_{xxxx}=k^4h$, and take out the factor $B=M\Omega\,\gamma\Omega$. Since $Z^*E/\gamma\Omega=1/\ell^2$,

$$\sigma=B\left[\frac{ik^2}{\ell^2}+\frac{ak^2}{\ell^2}-k^4\right].$$

The mobility sets the pace through $B$ but drops out of the crossover length.

Consider first $a=0$. The wind then contributes an imaginary rate: it moves the ripple without making it grow. The phase $kx+Bk^2t/\ell^2$ is constant on a crest that travels at $-Bk/\ell^2$, against the atomic drift. The field explains this direction. Atoms run slowly over a crest and quickly through a trough, so they pile up on the upstream flank of the crest and are removed from its downstream flank.

The phase rate $Bk^2/\ell^2$ equals the decay rate $Bk^4$ at

$$k\ell=1 .$$

This fixes the factor that the estimate left open. For a ripple, $\ell$ is an inverse wavenumber, and the matching wavelength is $2\pi\ell\approx2.26$ µm. This assumes metal much deeper than $\ell$. In a layer of thickness $d$ on a flat insulator the current crowds more strongly under the troughs. The condition becomes $k^2\ell^2=\coth kd$ and the matching wavelength is shorter: about 2.15 µm for $d=500$ nm and 1.16 µm for $d=50$ nm. On deep metal a ripple travels $1/[2\pi(k\ell)^2]$ wavelengths in one decay time: 0.16 at the matching wavelength, 1.4 at three times it and 16 at ten times it. Shorter ripples flatten almost where they stand.

## When the wind makes a surface unstable

The real part of $\sigma$ is $B(ak^2/\ell^2-k^4)$. For $a\le0$ it is negative at every $k>0$. For $a>0$ the surface is unstable when

$$k<\frac{\sqrt a}{\ell},\qquad\text{that is, for wavelengths above }\frac{2\pi\ell}{\sqrt a}.$$

The mechanism is the dependence of flux on slope. With $a>0$ more atoms flow where the surface rises along the wind than where it falls. They converge on the crests and leave the troughs.

Reversing the current reverses the direction called $x$, hence the sign of $\theta$ and of $a$. In this model a facet with $a\ne0$ is therefore unstable for one direction of the current, provided it is long enough to hold an unstable wavelength, and stable for the other.

The fastest growth follows from setting the derivative of $ak^2/\ell^2-k^4$ with respect to $k^2$ to zero. This gives $k^2=a/2\ell^2$, a wavelength $\sqrt2$ times the one at the edge of instability. For an assumed $a=4$ per radian, the edge lies at $2264/2=1132$ nm and the fastest growth near 1.6 µm. The value of $a$ is an illustration, since it depends on the orientation and the temperature. On an orientation that is mirror-symmetric under $x\to-x$, symmetry forces $a=0$, and neither current direction makes the surface unstable in this model. A crystal whose mobility depends on orientation also has an orientation-dependent $\gamma$, and then the stiffness $\gamma+\gamma''$ replaces $\gamma$ in $\ell$. For $\gamma=\gamma_0(1+\epsilon\cos4\theta)$ the stiffness at $\theta=0$ is $\gamma_0(1-15\epsilon)$, so $\epsilon=\pm0.03$ moves $\ell$ to about 270 or 430 nm.

## A circular void

A void is a closed surface, and its behaviour has to be worked out separately. Take an insulating circular void of radius $R$ in a wide conductor, with constant $M$. Measure lengths in $R$, $\phi$ in $ER$ and time in $R^4/B$. The strength of the wind is then one number,

$$\chi=\frac{Z^*E R^2}{\gamma\Omega}=\left(\frac R\ell\right)^2 .$$

The outward normal of the metal points into the void, so the void edge advances into the metal at $v=+\Omega\,\partial_sJ$. The curvature of the metal is minus that of the void, $\kappa_v$. In the scaled units the flux law gives

$$v=\partial_s^2(\kappa_v-\chi\phi).$$

**Drift.** For the circle, $\phi=-(r+1/r)\cos\theta$ has zero radial derivative at $r=1$, as an insulating edge requires. Here $\theta$ is the polar angle from the electron flow. On the edge $\phi=-2\cos\theta$, so the tangential field reaches twice the remote field. The curvature is constant and drives nothing. Thus

$$v=-\chi\,\partial_\theta^2(-2\cos\theta)=-2\chi\cos\theta ,$$

which is the normal speed of a circle translating at $V=-2\chi$. The void moves against the electron flow without changing shape. In ordinary units its speed is $2\chi B/R^3=2B/(\ell^2R)$, so small voids are faster at fixed current.

**Shape changes.** Let the edge be $r=1+\eta(\theta,t)$ in the frame moving with the void, and keep first order in $\eta$. Primes denote $\partial_\theta$. The potential becomes the old one plus $\phi_1$, and the no-current condition is $\phi_r-(\eta'/r^2)\phi_\theta=0$. At the displaced edge the old potential has radial derivative $-(1-1/r^2)\cos\theta\approx-2\eta\cos\theta$ and angular derivative $2\sin\theta$. Hence

$$\partial_r\phi_1=2\eta\cos\theta+2\eta'\sin\theta=2(\eta\sin\theta)' .$$

Expand $\eta=\sum\eta_me^{im\theta}$ and call $g_m$ the coefficients of $\eta\sin\theta$. For $m>0$ the decaying solution goes as $r^{-m}$, so $-m\phi_{1,m}=2im\,g_m$ and $\phi_{1,m}=-2ig_m$.

The old potential on the displaced edge is still $-2\cos\theta$ to first order, because $r+1/r$ is stationary at $r=1$. With $\partial_s=(1-\eta)\partial_\theta$, the first-order part of $\partial_s^2\phi$ is

$$-2\eta\cos\theta-2(\eta\sin\theta)'+\phi_1'' .$$

The curvature is $\kappa_v=1-\eta-\eta''$. The translation of the frame contributes as well: the normal is $\hat r-\eta'\hat\theta$, whose $x$ component is $\cos\theta+\eta'\sin\theta$. Subtracting $V$ times this from $v$ adds $2\chi\eta'\sin\theta$ to $\partial_t\eta$. It combines with $2\chi\eta\cos\theta$ into $2\chi(\eta\sin\theta)'$, and

$$\partial_t\eta=-\eta''-\eta''''+\chi\left[4(\eta\sin\theta)'-\phi_1''\right].$$

For mode $m$ the bracket is $4im\,g_m+m^2\phi_{1,m}=-2im(m-2)g_m$. With $g_m=(\eta_{m-1}-\eta_{m+1})/2i$,

$$\dot\eta_m=-m^2(m^2-1)\eta_m-\chi\,m(m-2)(\eta_{m-1}-\eta_{m+1}),\quad m\ge2 .$$

**Stability.** For $m=2$ the wind term vanishes, and $\dot\eta_2=-12\eta_2$ at any current. For $m\ge3$, multiply the equation by $\eta_m^*/[m(m-2)]$, take the real part and sum. The wind terms cancel in neighbouring pairs, apart from one at the lower end:

$$\frac{d}{dt}\sum_{m\ge3}\frac{|\eta_m|^2}{2m(m-2)}=-\sum_{m\ge3}\frac{m^2(m^2-1)}{m(m-2)}|\eta_m|^2-\chi\,\mathrm{Re}(\eta_3^*\eta_2).$$

Without $\eta_2$, each term in the first sum on the right damps at least as fast as $m=3$, whose rate is 72. The last term is a drive by $\eta_2$, which itself dies as $e^{-12t}$. Small distortions therefore decay in the long run for every $\chi$, and the slowest rate is 12 in units of $B/R^4$. The modes left out are a change of area, which surface diffusion forbids, and a shift of the void, which is not a change of shape.

So a circular void in this isotropic model does not become linearly unstable when $R$ passes $\ell$. The result concerns small distortions. It does not exclude that a large distortion grows, and it does not cover anisotropic mobility.

## What the length means for a void

The drift gives one comparison. During the slowest relaxation time, $1/12$, the void moves $2\chi/12=\chi/6$ of its radius. At $R=\ell$ it moves a sixth of its radius while its shape recovers. It moves a full radius when $\chi=6$, or $R\approx2.4\,\ell$.

The shape of the slowest distortion gives another. Put $\dot\eta_3=-12\eta_3$ into the equation for $m=3$:

$$60\,\eta_3=-3\chi(\eta_2-\eta_4),\qquad \frac{\eta_3}{\eta_2}\approx-\frac{\chi}{20}\quad(\chi\ll1),$$

because $\eta_4$ is of higher order in $\chi$. Mode 2 is an elongation. If it lies along the electron flow, mode 3 adds a difference between its two ends; if it lies across the flow, mode 3 makes the upstream and downstream sides differ. For larger $\chi$ I solved Laplace's equation by collocation on slightly deformed edges, collected the rates of modes 2 to 12 in a matrix and diagonalized it. The ratio is $-0.050$ at $R=\ell$ and $-0.71$ at $R=5\ell$. The small-$\chi$ formula would give $-1.25$ in the second case; it fails there because $\eta_4$ is no longer small.

The estimate and the calculation thus agree on the scale but attach different factors to it. A ripple has equal drift and decay rates at a wavelength of $2\pi\ell$. A void of radius $\ell$ is still mainly controlled by capillarity. At a few times $\ell$ it drifts by a radius or more per relaxation time, and the wind clearly changes the shape of its slowest distortion, though not the rate at which that distortion decays.

A void of radius 50 nm has $\chi=(50/360)^2\approx0.019$. It moves about 0.3% of its radius, or 0.16 nm, per relaxation time. In this model surface tension keeps it nearly round.

## How far the number can be trusted in a real line

A current density of 1 MA/cm² is of the order met in copper interconnects, and the chosen resistivity suits a wide line near room temperature. The effective charge is the least certain input. With all else fixed, $Z^*=2$ gives 570 nm and $Z^*=10$ gives 255 nm. This range is assumed and may be too narrow. Values near 5 for bulk copper refer to high temperature, where $\rho$ is several times larger. If $Z^*=5$ held at 1200 K, where the slope used below gives $\rho\approx8$ µΩ cm, and the product $Z^*\rho$ carried over to 300 K, then $Z^*$ would be near 20 and $\ell$ near 180 nm. At the other end, $Z^*=1$ gives about 810 nm.

Temperature acts through $\rho$. Starting from 2.00 µΩ cm at 300 K with a rough slope of 0.0068 µΩ cm/K, the resistivity is 2.50 µΩ cm at 373 K and 3.86 µΩ cm at 573 K. At fixed $Z^*$, $\ell$ falls to 322 and 259 nm. This may overstate the shift. The wind force comes from electrons scattering off the atom itself, and at given $j$ it need not grow when lattice vibrations add resistance elsewhere. If the product $Z^*\rho$ stays constant, so does $\ell$.

The assumption that real lines break most plainly is that of a wide conductor. Many lines are narrower than $\ell$, so a void can span the line before it reaches that size. If a round void in the middle of the line blocks half the width, the mean current density beside it doubles. Putting that density into the formula would give 255 nm, but this overstates the effect, because the calculation for a wide conductor already contains a twofold crowding at the void edge. In the half-blocked line the peak field at the edge is about 2.6 times the remote field instead of 2, which corresponds to a length near 320 nm, and the circle no longer drifts without change of shape. Grain boundaries and the interfaces with the liner and cap also offer paths for atoms and pin the void edge. The model has none of these.

Stress can matter too. At the edge of a round hole under uniaxial tension the stress is three times the remote value. For a remote stress of 100 MPa and a Young modulus of 130 GPa, the elastic energy density there is $(300\ \text{MPa})^2/(2\times130\ \text{GPa})\approx0.35$ MPa. The capillary pressure $\gamma/\ell$ is 4.9 MPa, so the ratio is 7%. It grows as the square of the stress and would be about 64% at 300 MPa. The ratio compares the largest elastic energy density at the edge with the capillary pressure; it is not the relative change in the shape of the void. At 300 MPa the edge stress is 900 MPa, where copper may yield and the elastic estimate is doubtful. This quadratic term is the only one on a free surface. On grain boundaries and interfaces the chemical potential also contains $\Omega$ times the normal stress, and a stress gradient of $Z^*E/\Omega\approx14$ MPa/µm along such a path cancels the wind there. The model omits this back stress.

Heating is minor at this current. The temperature difference across a distance $\ell$ inside the metal is about $\rho j^2\ell^2/K$. With a heat conductivity $K=400$ W/(m K) this is below 0.001 K. A wide line 500 nm thick, cooled through 1000 nm of dielectric with a conductivity of 1.4 W/(m K), warms by about 0.7 K.

These spreads leave $\ell$ between roughly 0.2 and 0.8 µm at 1 MA/cm². The value 0.36 µm belongs to the chosen inputs; only its order of magnitude is a property of copper lines in general.
